**Taper of a wall etched beneath a fixed mask edge**

A floor descending at constant vertical rate V, with a wall retreating horizontally at constant lateral rate L, leaves a straight wall with tan α = L/V, where α is the taper from the vertical. The program applies the removal rule layer by layer in small time steps and asserts that the fitted wall has this angle at three times, is straight, and has the predicted normal speed and line widths, including those after overetch. For V = 200 nm/min and L = 50 nm/min the formula gives 14.04°, and the time march gives 14.03° to 14.04°. With a falling vertical rate, the program asserts that the local slope equals L divided by the vertical rate at the moment of exposure; the printed angles agree within 0.1°. If L is instead the speed along the surface normal, a union of circles confirms sin α = L/V, or 14.48°, for the straight part of the wall, and a circular arc above it. For equal rates this second law gives a quarter circle and not a 45° plane. The program also asserts that the lateral rate calculated for an 88° sidewall, 6.98 nm/min, reproduces that angle in the march.

## Program and output

```python
# Result under test: below a fixed mask edge, a floor descending at constant
# rate V and a wall displaced horizontally at constant rate L give a straight
# wall with tan(alpha) = L/V, where alpha is the taper from the vertical.
# The sidewall angle from the horizontal is theta = 90 deg - alpha.
# Contrast: if L is the speed along the surface normal, sin(alpha) = L/V.
# z: depth below the mask underside; s: undercut measured inward from its edge.
# Lengths are in nm, times in min, rates in nm/min.
import numpy as np

V = 200.0             # vertical rate
L = 50.0              # lateral rate
thickness = 400.0     # film thickness
mask_width = 500.0    # width of the masked line
over_time = 0.4       # overetch time
fall = 0.25           # fractional fall of V per minute in the curved-wall case
theta_wanted = 88.0   # target sidewall angle, degrees
dt = 0.0005           # time step of the march
layers = np.arange(0.5, thickness, 1.0)   # centre depths of film layers


def march(vertical_rate, lateral_rate, duration):
    """Apply the local removal rule step by step; return undercut per layer."""
    floor = 0.0
    undercut = np.zeros_like(layers)
    for i in range(round(duration / dt)):
        floor += vertical_rate((i + 0.5) * dt) * dt
        undercut[layers < floor] += lateral_rate * dt
    return undercut


def fit_wall(undercut):
    """Line through exposed layers: slope, undercut at z=0, worst residual."""
    hit = undercut > 0
    slope, top = np.polyfit(layers[hit], undercut[hit], 1)
    residual = np.max(np.abs(undercut[hit] - slope * layers[hit] - top))
    return slope, top, residual


def circle_front(depths, v, l, duration):
    """Undercut from the union of circles emitted by the moving foot."""
    source = np.linspace(0.0, v * duration, 8001)
    radius = l * (duration - source / v)
    result = []
    for z in depths:
        square = radius**2 - (z - source)**2
        result.append(np.sqrt(max(square.max(), 0.0)))
    return np.array(result)


def constant_V(t):
    return V


def falling_V(t):
    return V * (1.0 - fall * t)


# Derived formulas
alpha = np.degrees(np.arctan(L / V))
theta = 90.0 - alpha
t_clear = thickness / V
t_total = t_clear + over_time
top_clear = mask_width - 2 * L * t_clear
top_over = mask_width - 2 * L * t_total
foot_over = mask_width - 2 * L * (t_total - thickness / V)
normal_speed = L * np.cos(np.radians(alpha))

# Angle, straightness and time independence from the march.
# One time step moves the wall by L*dt = 0.025 nm, which sets the tolerances.
times = [t_clear / 2, t_clear, t_total]
fits = [fit_wall(march(constant_V, L, t)) for t in times]
angles = [np.degrees(np.arctan(-f[0])) for f in fits]
for angle, f in zip(angles, fits):
    assert abs(angle - alpha) < 0.02
    assert f[2] < 0.06

# Widths at clearing and after overetch
assert abs(mask_width - 2 * fits[1][1] - top_clear) < 0.15
assert abs(mask_width - 2 * fits[2][1] - top_over) < 0.15
foot_march = mask_width - 2 * (fits[2][1] + fits[2][0] * thickness)
assert abs(foot_march - foot_over) < 0.15

# Normal speed: perpendicular distance between two marched walls over time
gap = (fits[1][1] - fits[0][1]) / np.sqrt(1 + fits[1][0]**2)
speed_march = gap / (times[1] - times[0])
assert abs(speed_march - normal_speed) < 0.1

# Falling vertical rate: local slope records the ratio at exposure
curved = march(falling_V, L, t_clear)
probe_depths = [20.0, 150.0, 280.0]
probe_results = []
for z in probe_depths:
    pair = np.interp([z - 10, z + 10], layers, curved)
    measured = (pair[0] - pair[1]) / 20.0
    predicted = L / (V * np.sqrt(1 - 2 * fall * z / V))
    assert abs(measured - predicted) < 0.004
    probe_results.append((z, np.degrees(np.arctan(predicted)),
                          np.degrees(np.arctan(measured))))

# Contrast law: constant speed along the normal
alpha_normal = np.degrees(np.arcsin(L / V))
arc_depth = L**2 * t_clear / V
straight = np.linspace(arc_depth + 5, thickness - 10, 60)
front = circle_front(straight, V, L, t_clear)
slope_n, top_n = np.polyfit(straight, front, 1)
alpha_circles = np.degrees(np.arctan(-slope_n))
assert abs(alpha_circles - alpha_normal) < 0.01
assert np.max(np.abs(front - slope_n * straight - top_n)) < 0.01
arc = np.linspace(0.0, arc_depth, 10)
arc_formula = np.sqrt((L * t_clear)**2 - arc**2)
assert np.allclose(circle_front(arc, V, L, t_clear), arc_formula, atol=0.01)

# Equal rates: the normal-speed law gives a quarter circle, not a plane
radius_equal = L * t_clear
z_equal = np.linspace(0.0, 0.95 * radius_equal, 20)
s_equal = circle_front(z_equal, L, L, t_clear)
assert np.allclose(s_equal, np.sqrt(radius_equal**2 - z_equal**2), atol=0.01)
half_depth = radius_equal / 2
s_half = circle_front([half_depth], L, L, t_clear)[0]

# Inverse use: lateral rate allowed for the wanted sidewall angle
L_allowed = V / np.tan(np.radians(theta_wanted))
slope_w = fit_wall(march(constant_V, L_allowed, t_clear))[0]
theta_march = 90.0 - np.degrees(np.arctan(-slope_w))
assert abs(theta_march - theta_wanted) < 0.02

print(f"vertical rate V: {V:.0f} nm/min")
print(f"lateral rate L: {L:.0f} nm/min")
print(f"film thickness: {thickness:.0f} nm")
print(f"mask line width: {mask_width:.0f} nm")
print(f"rate ratio L/V: {L / V:.3f}")
print(f"time to clear the film: {t_clear:.2f} min")
print(f"undercut at the mask at clearing: {L * t_clear:.1f} nm")
print(f"taper from vertical, formula: {alpha:.2f} deg")
print(f"taper from vertical, formula: {np.radians(alpha):.4f} rad")
print(f"sidewall angle from horizontal: {theta:.2f} deg")
for t, angle in zip(times, angles):
    print(f"taper from march at {t:.2f} min: {angle:.2f} deg")
print(f"normal speed of wall, formula: {normal_speed:.2f} nm/min")
print(f"normal speed of wall, march: {speed_march:.2f} nm/min")
print(f"line top width at clearing: {top_clear:.1f} nm")
print(f"line foot width at clearing: {mask_width:.1f} nm")
print(f"overetch time: {over_time:.2f} min")
print(f"line top width after overetch: {top_over:.1f} nm")
print(f"line foot width after overetch: {foot_over:.1f} nm")
print(f"fractional fall of V, curved case: {fall:.2f} per min")
print(f"V at the end, curved case: {falling_V(t_clear):.0f} nm/min")
depth_curved = V * (t_clear - fall * t_clear**2 / 2)
print(f"depth reached, curved case: {depth_curved:.0f} nm")
for z, predicted, measured in probe_results:
    print(f"local taper at {z:.0f} nm depth: formula {predicted:.1f} deg, "
          f"march {measured:.1f} deg")
print(f"normal-speed law, taper formula: {alpha_normal:.2f} deg")
print(f"normal-speed law, taper from circles: {alpha_circles:.2f} deg")
print(f"normal-speed law, sidewall angle: {90 - alpha_normal:.2f} deg")
print(f"normal-speed law, depth of the arc: {arc_depth:.1f} nm")
print(f"equal rates {L:.0f} nm/min, radius: {radius_equal:.0f} nm")
print(f"equal rates, undercut at {half_depth:.0f} nm depth: {s_half:.1f} nm")
print(f"equal rates, 45 deg plane there: {radius_equal - half_depth:.1f} nm")
print(f"wanted sidewall angle: {theta_wanted:.1f} deg")
print(f"lateral rate allowed for it: {L_allowed:.2f} nm/min")
print(f"sidewall angle from march at that rate: {theta_march:.2f} deg")
print("all tests passed")
```

Output:

```
vertical rate V: 200 nm/min
lateral rate L: 50 nm/min
film thickness: 400 nm
mask line width: 500 nm
rate ratio L/V: 0.250
time to clear the film: 2.00 min
undercut at the mask at clearing: 100.0 nm
taper from vertical, formula: 14.04 deg
taper from vertical, formula: 0.2450 rad
sidewall angle from horizontal: 75.96 deg
taper from march at 1.00 min: 14.04 deg
taper from march at 2.00 min: 14.03 deg
taper from march at 2.40 min: 14.03 deg
normal speed of wall, formula: 48.51 nm/min
normal speed of wall, march: 48.49 nm/min
line top width at clearing: 300.0 nm
line foot width at clearing: 500.0 nm
overetch time: 0.40 min
line top width after overetch: 260.0 nm
line foot width after overetch: 460.0 nm
fractional fall of V, curved case: 0.25 per min
V at the end, curved case: 100 nm/min
depth reached, curved case: 300 nm
local taper at 20 nm depth: formula 14.4 deg, march 14.4 deg
local taper at 150 nm depth: formula 17.5 deg, march 17.5 deg
local taper at 280 nm depth: formula 24.5 deg, march 24.6 deg
normal-speed law, taper formula: 14.48 deg
normal-speed law, taper from circles: 14.48 deg
normal-speed law, sidewall angle: 75.52 deg
normal-speed law, depth of the arc: 25.0 nm
equal rates 50 nm/min, radius: 100 nm
equal rates, undercut at 50 nm depth: 86.6 nm
equal rates, 45 deg plane there: 50.0 nm
wanted sidewall angle: 88.0 deg
lateral rate allowed for it: 6.98 nm/min
sidewall angle from march at that rate: 88.00 deg
all tests passed
```
